# What One Special Quasirandom Structure Cannot Say About an Alloy

Take a rhombohedral block of 1000 fcc lattice sites, ten along each primitive vector. Place a second kind of atom on each site independently with probability 1/8, and compute the ground-state energy of an electron confined in it. Over 150 such blocks the energy scatters with a standard deviation of 0.19 mHa. Now cut the block from a periodic special quasirandom structure (SQS) of the same mean composition, using every possible origin of its 64-site cell. The scatter is 0.018 mHa, about eleven times smaller. Yet this cell reproduces the pair correlations of the random alloy, averaged over each of the first four neighbour shells, without error. Why do correct pair correlations give such a wrong fluctuation?

## The belief and what is right in it

The belief is that an SQS is a small piece of random alloy: since its correlations are those of the random alloy, it should also supply the alloy's linewidths, tail states and variability.

To examine it, let the sites of an fcc sublattice carry $\sigma_i=1$ for atom B, with probability $x$, and $\sigma_i=0$ for atom A, independently of each other. An SQS is a periodic cell of $N$ sites chosen so that selected correlations equal those of this random alloy. Write $\delta_i=\sigma_i-x$. A function of one occupation can be written

$$f(\sigma)=f(0)+[f(1)-f(0)]\sigma=\bar f+[f(1)-f(0)]\,\delta ,$$

with $\bar f=(1-x)f(0)+xf(1)$. Doing this for each site of a window $W$ in turn gives

$$f(\sigma_W)=\sum_{S\subseteq W}f_S\prod_{i\in S}\delta_i .$$

In the random alloy, independence and $\langle\delta_i\rangle=0$ remove every term but the empty set. Averaged over the sites of an SQS, the function therefore has the error

$$\langle f\rangle_{\rm SQS}-\langle f\rangle_{\rm random}=\sum_{S\neq\emptyset}f_S\Big\langle\prod_{i\in S}\delta_i\Big\rangle_{\rm SQS}.$$

If $f$ contains matched clusters alone, the error is zero. Here pairs are matched as averages over a shell, so $f$ must treat all pairs of a shell alike. A mean energy built from short-range pair interactions that depend only on the shell is such a quantity, and for it a small SQS is an excellent tool. The probability of one particular occupation of an $n$-site window, however, involves up to $2^n-1$ nonempty clusters. Matching a few of them does not fix the distribution.

## Counting neighbours: right variance, free tail

Let $M$ be the number of B atoms among the 12 nearest neighbours of a site, and define

$$C(\mathbf R)=\frac1N\sum_i\sigma_i\sigma_{i+\mathbf R}-x^2 .$$

In the random alloy $C(0)=x(1-x)$ and the other values vanish. The variance of $M$ is the sum of $C$ over all ordered pairs of the 12 neighbours. Seen from one neighbour, the other eleven lie at first-, second-, third- and fourth-shell separations in the numbers 4, 2, 4 and 1. With $C_s$ the average over shell $s$,

$$\operatorname{Var}M=12\,[x(1-x)+4C_1+2C_2+4C_3+C_4].$$

Shell averages suffice because cubic symmetry makes each vector of a shell occur equally often. An SQS with four matched pair shells thus has the right variance, a second moment and not merely a mean. For $x=1/8$ it is $12\times0.125\times0.875=1.3125$.

The third moment is different. In $\sum_{abc}\langle\delta_a\delta_b\delta_c\rangle$ the terms with $a=b=c$ give $12x(1-x)(1-2x)$. If two indices coincide, $\delta_a^2=x(1-x)+(1-2x)\delta_a$ reduces the term to a pair correlation, and these sum to zero when the shells match. Three different indices leave triplet correlations, so

$$\langle(M-12x)^3\rangle=12x(1-x)(1-2x)+\sum_{a\ne b\ne c\ne a}\langle\delta_a\delta_b\delta_c\rangle .$$

Of 60,000 random 64-site cells with eight B atoms, 61 match all four pair shells. Their third moments run from 0.47 to 1.69, against 0.98 in the random alloy. The cell used below has 0.94; no matched cell comes closer.

Rare environments meet a plainer limit. A frequency in an $N$-site cell is a multiple of $1/N$. The binomial probability of $M\ge6$ is $p=0.0018$, while $1/64=0.0156$. The cell must either omit this environment or show it at least $0.0156/0.0018\approx9$ times too often. The chosen cell omits it; 5 of the 61 matched cells contain it.

## The hidden price of fixed composition

Sum $C(\mathbf R)$ over all separations in the cell. For each $i$, the sum of $\sigma_{i+\mathbf R}$ over $\mathbf R$ is the number of B atoms, $Nx$, so

$$\sum_{\mathbf R}C(\mathbf R)=\frac{(Nx)(Nx)}N-Nx^2=0,\qquad
\sum_{\mathbf R\ne0}C(\mathbf R)=-x(1-x).$$

Not all pair correlations of a periodic cell can vanish. If the near shells are matched, the whole deficit is pushed to larger separations. Here 15 separations lie outside the four shells, and their correlations add up to $-0.109=-x(1-x)$.

This explains the opening numbers. Let the electron hop with amplitude $-t$ between nearest neighbours, and let a B atom lower the site energy by $\Delta$. The block has hard walls; $\psi_i$ is its ground state without B atoms, with energy $E_0$, and $w_i=|\psi_i|^2$. To first order in $\Delta$,

$$E=E_0-\Delta\sum_iw_i\sigma_i,\qquad
\operatorname{Var}E=\Delta^2\sum_{ij}w_iw_jC(\mathbf r_j-\mathbf r_i).$$

For the random alloy only $i=j$ contributes:

$$\operatorname{Var}E_{\rm random}=\Delta^2x(1-x)\sum_iw_i^2 .$$

For the SQS, with the variance taken over origins, consider first an envelope so wide that $w$ varies little across a cell. Then the sites $j$ of any one cell within the block, with mean weight $\bar w$, contribute $\sum_jw_jC(\mathbf r_j-\mathbf r_i)\approx\bar w\sum_{\mathbf R}C(\mathbf R)=0$, so the sum over the whole block is also close to zero. The correlations at unmatched separations, negative in sum, cancel the correct local term together with the positive correlations between periodic copies of a site.

The present block is only 2.5 cells wide, and near its walls $w$ changes strongly within a cell. The argument therefore shows the mechanism, not the size of the effect here. A Fourier series gives the first-order variance without assuming that $w$ varies slowly. Let $\mathbf Q$ be the $N$ distinct reciprocal vectors of the cell and write $\sigma_j=\sum_{\mathbf Q}\sigma_{\mathbf Q}e^{i\mathbf Q\cdot\mathbf r_j}$ and $w_{\mathbf Q}=\sum_iw_ie^{i\mathbf Q\cdot\mathbf r_i}$. Moving the origin by $\mathbf R$ gives

$$E(\mathbf R)=E_0-\Delta\sum_{\mathbf Q}\sigma_{\mathbf Q}w_{\mathbf Q}e^{i\mathbf Q\cdot\mathbf R}.$$

The term $\mathbf Q=0$ is the mean shift, $-\Delta x$. In the squared deviation, averaging over the $N$ origins removes products of different $\mathbf Q$, hence

$$\operatorname{Var}E_{\rm SQS}=\Delta^2\sum_{\mathbf Q\ne0}|w_{\mathbf Q}|^2|\sigma_{\mathbf Q}|^2 .$$

The formula holds for any periodic cell, whether or not its pairs are matched. A smooth envelope has small components at the wavevectors $\mathbf Q\ne0$. The random alloy also has composition waves between them, down to long wavelengths, and there the envelope is large.

In the opposite limit the electron sits on one site. Then $|w_{\mathbf Q}|=1$, and Parseval's identity gives $\sum_{\mathbf Q\ne0}|\sigma_{\mathbf Q}|^2=x-x^2$. The SQS variance is now the random one. The failure is one of length scale: the spread is right for a very small probe and is lost for a smooth probe wider than the cell.

For the numbers take $t=10$ mHa and $\Delta=10$ mHa, round model values. The block has $\sum_iw_i^2=0.002813$, so the electron samples about $1/0.002813\approx355$ sites. The random formula gives

$$10\sqrt{0.1094\times0.00281}\approx0.175\ \text{mHa}.$$

Diagonalizing the 150 blocks gives 0.191 mHa (5.2 meV), 9% above the formula. The sampling error of a standard deviation from 150 values is about 6% for a near-normal distribution, and the formula omits higher orders in $\Delta$; the two causes were not separated. For the SQS, first order gives 0.016 mHa and diagonalization 0.018 mHa (0.5 meV). The ratio of eleven belongs to this block and this cell. $w_{\mathbf Q}$ depends on the block's shape and size, and $\sigma_{\mathbf Q}$ on the cell. At first order the ratio is about 7, 11, 160 and 16 for blocks of 9, 10, 11 and 12 sites per edge, and for the present block it ranges from 10 to 21 over the 61 matched cells.

How large must a cell be? Consider random cells of fixed composition that are larger than the block. Their average correlation at each nonzero separation is $-x(1-x)/(N-1)$, by the sum rule. Since $\sum_{i\ne j}w_iw_j=1-\sum_iw_i^2$,

$$\operatorname{Var}E=\Delta^2x(1-x)\left[\sum_iw_i^2-\frac{1-\sum_iw_i^2}{N-1}\right].$$

The relative loss of variance is close to $1/(N\sum_iw_i^2)$, here $355/N$. A loss of 10% thus requires about 3500 sites. Letting the composition fluctuate, with each site occupied independently, removes this loss.

## A correct spectral spread is not a linewidth

Alloy broadening is the finite lifetime of a Bloch state $|\mathbf k\rangle$ in the disorder. Put the mean site energy into the zero of energy, leaving $V_i=-\Delta\delta_i$, and let $\varepsilon_{\mathbf k}$ be the band energy without disorder. At composition $x$ we have $\langle\mathbf k|V|\mathbf k\rangle=0$, so

$$\langle\mathbf k|H^2|\mathbf k\rangle-\langle\mathbf k|H|\mathbf k\rangle^2
=\langle\mathbf k|V^2|\mathbf k\rangle=\Delta^2x(1-x)\equiv\mu_2 .$$

The cross terms vanish because $|\mathbf k\rangle$ is an eigenstate of the hopping. The SQS has the same energy variance as the random alloy; the root is 3.31 mHa for both. This quantity is tempting to read as a linewidth, but it includes weak admixtures all over the band.

The lifetime comes from the averaged Green function. Let $g(E)$ be the diagonal site element of the Green function without disorder, with $\operatorname{Im}g=-\pi\rho$ and $\rho$ the density of states per site. Expand in $V$. The first-order average vanishes. At second and third order, independence requires all $V$ factors to sit on the same site, so between them stand factors of $g$:

$$\Sigma=\mu_2g+\mu_3g^2,\qquad \mu_3=\langle V_i^3\rangle=-\Delta^3x(1-x)(1-2x).$$

The amplitude of the state evolves as $e^{-i(\varepsilon_{\mathbf k}+\Sigma)\tau}$ with time $\tau$ and $\hbar=1$. Its square decays at the rate $\Gamma=-2\operatorname{Im}\Sigma$, which is also the full width of the spectral line. With $\operatorname{Im}g^2=2\operatorname{Re}g\,\operatorname{Im}g$,

$$\Gamma=2\pi\rho\,(\mu_2+2\mu_3\operatorname{Re}g).$$

The first term is the golden rule. At $-30$ mHa, inside the band, $\rho=0.00446$ per mHa and $\operatorname{Re}g=-0.0169$ per mHa. The golden rule gives $2\pi\times0.00446\times10.94=0.307$ mHa. The second term multiplies this by

$$1+2\frac{\mu_3}{\mu_2}\operatorname{Re}g=1+2(-7.5)(-0.0169)=1.25,$$

so $\Gamma=0.384$ mHa. These values use $g$ evaluated 1 mHa above the real axis. On the axis $\rho=0.00442$ and $\operatorname{Re}g=-0.0172$ per mHa, the golden rule gives 0.304 mHa, and $\Gamma=0.382$ mHa. Propagation in random alloys of $32^3$ sites, with the amplitude averaged over eight wavevectors of this energy, gives 0.389 mHa (10.6 meV). The true width is thus more than eight times smaller than the spectral spread.

In the tiled SQS, $|\mathbf k\rangle$ couples directly to at most $N-1$ other Bloch states. If its weights on the $N$ eigenstates are $|c_n|^2$, its survival probability is

$$P(\tau)=\sum_{nm}|c_n|^2|c_m|^2e^{-i(E_n-E_m)\tau}.$$

For nondegenerate levels the long-time average keeps $n=m$:

$$\overline P=\sum_n|c_n|^4\ge\frac1N\Big(\sum_n|c_n|^2\Big)^2=\frac1N ,$$

by the Cauchy–Schwarz inequality. The state does not decay for good. Over the eight wavevectors $\overline P$ averages 0.57 and ranges from 0.34 to 0.87. In the random alloys the squared mean amplitude has fallen to 0.20 by the last time computed, 4164 atomic units, and its fitted decay is the rate just quoted. The two quantities differ: $\overline P$ describes one state at a time, whereas a mean amplitude can also fall because its members get out of phase.

A value of 0.57 may seem low for a weak perturbation. Near $-30$ mHa the levels have a mean spacing $s=1/(N\rho)=3.5$ mHa, and the root-mean-square coupling to the other 63 Bloch states is $v=\sqrt{\mu_2/63}=0.42$ mHa. Two levels at distance $d$ have a mean return probability $1-2v^2/(d^2+4v^2)$. If partner levels are spread evenly with density $1/s$, the expected loss is

$$\frac1s\int_{-\infty}^{\infty}\frac{2v^2}{d^2+4v^2}\,dd=\frac{\pi v}{s}\approx0.37 .$$

This rough estimate treats resonances as isolated, and gives $\overline P\approx0.63$. It overstates the loss somewhat, because the loss is proportional to $v$ and the mean size of the couplings is smaller than their root mean square. The eight computed values scatter so widely that their mean is uncertain by about 0.07; over about 800 wavevectors of this energy the average is 0.68, close to the 0.67 that the estimate gives with the mean coupling size, 0.37 mHa, in place of $v$. The estimate does suggest that chance near-degeneracies cause much of the loss: they make the state oscillate between a few levels, with a result that depends strongly on $\mathbf k$.

For the probability of a single Bloch state to decay steadily, many levels must lie within the linewidth, $N\rho\Gamma\gg1$. Here $N\rho\Gamma=0.11$; even one level within $\Gamma$ needs nearly 600 sites (583 with the smeared $g$, 591 without smearing). Smoothing the SQS lines at one wavevector into a continuous curve would take a width comparable with their 3.5 mHa spacing, about nine times $\Gamma$. The plotted width would then be set by the smoothing.

Averaging the amplitude over many wavevectors of equal energy is another matter. It averages over the distances $d$ between levels, much as a dense spectrum does, so the mean decays although no single state does. For this SQS, averaged over about 800 wavevectors at $-30$ mHa, the squared mean amplitude falls to 0.19 by the last time, with a fitted rate of 0.41 mHa, close to the random-alloy values of 0.20 and 0.389 mHa. In this weak-scattering case the cell therefore does give the width averaged over the energy surface. The failure shown here is that of one small cell at one wavevector.

## Agreement between cells does not reveal the tail

For the deep states take a stronger site-energy lowering, $\Delta=80$ mHa, and restore the mean site energy. The hopping energy is at least $-12t$ and the site energy at least $-\Delta$, so no level lies below

$$-12t-\Delta=-120-80=-200\ \text{mHa}.$$

In the infinite random alloy this is also the lower end of the spectrum. A region of $n$ sites filled with B has probability $x^n>0$, so it occurs somewhere, however large $n$ is. A smooth trial state inside a large enough region comes as close to the bound as desired.

The SQS has no such regions. To find its edge, replace any Bloch state $\psi_i$ by $|\psi_i|$. The site energy is unchanged, while the hopping energy cannot rise, because all hopping amplitudes are negative. Since $|\psi_i|$ is periodic, the lowest level lies at zero supercell wavevector. It stays above $-200$ mHa, because reaching the bound would require a uniform state that lives entirely on B sites.

The edge of the chosen cell is $-141.9$ mHa. Sixty matched cells give edges between $-142.1$ and $-141.6$ mHa. This narrow range could be taken as proof of convergence. But in each of eight random alloys of 13,824 sites the lowest level is deeper, from $-145.4$ down to $-150.1$ mHa. Agreement among the matched cells cannot reveal the B-rich regions that all of them lack.

The character of the states differs too. The participation number $1/\sum_i|\psi_i|^4$ has a median of 48 sites for the random lowest states. The SQS edge state, tiled over the same volume, has about 5500. At a single sample size this shows concentration, not by itself localization in the infinite alloy.

A transplant tests whether the local arrangement of atoms is the cause. Around the peak of the deepest random state, the occupations of 55 sites (the centre and four shells) were copied into the tiled SQS. The number of B atoms there rose from 8 to 16, and the lowest level fell from $-141.9$ to $-149.4$ mHa. This is

$$\frac{149.43-141.92}{150.12-141.92}\approx0.92$$

of the way to the original deep level. For this state, copying one B-rich region with its arrangement of atoms is enough to produce most of the depth. The number of B atoms alone was not tested. The lowest values found still belong to eight finite samples; they are neither the spectral floor nor a density of tail states, which would need many more samples.

## Which calculation answers which question

A matched SQS is suited to a mean governed by its matched correlations. Going from one SQS to several such cells exposes sensitivity to unmatched clusters, as the third moments did. It does not restore fluctuations of the composition averaged over a whole cell, which every cell in the set excludes, nor does it give the cells their random-alloy probabilities.

For a distribution, occupy sites independently in many samples and let the composition vary. The sample size follows from the question. An environment of probability $p$ needs many more than $1/p$ sites in total, about 560 for $M\ge6$. To see a single Bloch state decay, each sample needs $N\gg1/(\rho\Gamma)$. A device needs a region that holds its whole envelope, and a deep state needs room for its own extent, with enough total volume for the rare region to occur.

The values above belong to a one-orbital model without atomic relaxation, charge transfer or electron interaction, and to independent occupations. Short-range order in a real alloy would change $C(\mathbf R)$ and the target distribution. The sum rule for a cell of fixed composition and the $1/N$ step in its frequencies would remain, since neither depends on the Hamiltonian. The full set of values is in the numerical output below.

## Computed results

```
B fraction x: 0.125; sites in SQS cell: 64
hopping t: 10.0 mHa
site-energy lowering, weak / strong: 10.0 / 80.0 mHa
random trial cells: 60000; cells matching four pair shells: 61
variance of M, random / every matched cell: 1.3125 / 1.3125
third central moment of M, random: 0.9844
third central moment of M, matched cells, min / max: 0.4688 / 1.6875
third central moment of M, chosen SQS: 0.9375
probability of M>=6, binomial: 0.001794
frequency of M>=6, large random samples: 0.001790
frequency of M>=6, chosen SQS: 0.000000; smallest nonzero value 1/N: 0.015625
share of matched cells with any M>=6 site: 0.0820
unmatched separations: 15; sum of their pair correlations: -0.109375
Bloch-state energy: -30.0 mHa; wavevectors averaged: 8
density of states there: 0.004463 per mHa per site
real part of site Green function: -0.016864 per mHa
rms spectral spread, random formula / SQS: 3.3072 / 3.3072 mHa
Gamma, golden rule: 0.3067 mHa
Gamma, with third-order term: 0.3843 mHa
Gamma, propagated random alloys: 0.3893 mHa = 10.59 meV
last propagation time: 4164 atomic units
random survival (squared mean amplitude) at last time: 0.1954
SQS long-time mean survival, average over k: 0.5714
SQS long-time mean survival, min / max over k: 0.3410 / 0.8736
SQS levels within Gamma, N*rho*Gamma: 0.1097
cell size with one level within Gamma: 583 sites
spectral floor of infinite random alloy: -200.00 mHa
chosen SQS band edge: -141.92 mHa
band edges of 60 matched cells, min / max: -142.10 / -141.58 mHa
random-alloy sample size: 13824 sites; samples: 8
lowest random level, min / mean / max: -150.12 / -147.48 / -145.43 mHa
samples with a level below chosen SQS edge: 8
participation number of lowest random states, median: 48.0 sites
participation number of SQS edge state in same volume: 5506 sites
transplanted region: 55 sites; B atoms before / after: 8 / 16
lowest level after transplant into SQS: -149.43 mHa
share of the depth recovered by transplant: 0.9166
device size: 1000 sites; random devices: 150; SQS origins: 64
sum of squared device weights: 0.002813
device energy std, random, first-order formula: 0.1754 mHa
device energy std, random, diagonalized: 0.1906 mHa = 5.19 meV
device energy std, SQS origins, first order: 0.0164 mHa
device energy std, SQS origins, diagonalized: 0.0178 mHa = 0.48 meV
```
